# Atomic hyperfine constant B and the halogen p-orbital quadrupole coupling

A quadrupole coupling calculated for chlorine in a molecule can be turned into a count of missing p electrons along the bond. One divides by an atomic reference value, and two candidates are at hand for ³⁵Cl: 54.9 MHz, the hyperfine constant $B$ of the free atom, and 109.7 MHz, the coupling of one electron in a $p_z$ orbital. The choice decides whether a given coupling means one missing electron or two. The correct divisor is the second number, and it follows from the first by a factor that can be derived without knowing the radial wave function.

## Setting and conventions

The algebra is in atomic units, with electron charge $-1$. Let $\phi$ be the electrostatic potential of the electrons, and let

$$V_{ij}=\left.\frac{\partial^2\phi}{\partial x_i\,\partial x_j}\right|_{\text{nucleus}} .$$

The nucleus has spin $I$ and charge density $\rho_N$. Its quadrupole tensor is $Q_{ij}=\int\rho_N(3x_ix_j-\delta_{ij}r^2)\,d^3r$, and its quadrupole moment $Q$ is the expectation value of $Q_{zz}$ in the state $M_I=I$. Two couplings are to be compared:

$$C_p=Q\,V_{zz}(p_z),\qquad B=Q\,\langle J,J|V_{zz}|J,J\rangle .$$

The first belongs to one electron in $np_z$ and is also written $eQq_{n10}$. The second belongs to the free atom in its stretched state $M_J=J$. Both carry signs.

The assumptions are these.

1. The open shell is a pure p shell in LS coupling, with a spherical core.
2. All p electrons share one nonrelativistic radial function, so a single average $\langle r^{-3}\rangle$ enters.
3. This average is the same in the two situations compared.

## Theorem

Under these assumptions, a halogen atom with configuration $np^5$ and level ${}^2P_{3/2}$ satisfies

$$\boxed{C_p=2B}$$

An atom with configuration $np^1$ in the level ${}^2P_{3/2}$ satisfies $C_p=-2B$ instead.

The proof needs the gradient of one electron, the gradient of a hole, and the identity of the stretched state.

## Lemma 1: the gradient of one p electron

**Statement.** For orbital projection $m$ on the $z$ axis,

$$V_{zz}(m=0)=-\tfrac45\langle r^{-3}\rangle,\qquad V_{zz}(m=\pm1)=+\tfrac25\langle r^{-3}\rangle .$$

**Proof.** An electron with probability density $\rho$ produces the potential $\phi(\mathbf R)=-\int\rho(\mathbf r)/|\mathbf r-\mathbf R|\,d^3r$. For $\mathbf r\neq0$,

$$\left.\frac{\partial^2}{\partial R_i\,\partial R_j}\frac1{|\mathbf r-\mathbf R|}\right|_{\mathbf R=0}=\frac{3x_ix_j-\delta_{ij}r^2}{r^5}.$$

At $\mathbf r=0$ there is also a contact term proportional to $\delta_{ij}\rho(0)$. It vanishes here because a p density goes to zero as $r^2$ at the nucleus. The same behaviour makes the radial integral of $r^{-3}$ converge. Setting $i=j=z$ and $z=r\cos\theta$ gives

$$V_{zz}=-\langle r^{-3}\rangle\,\langle3\cos^2\theta-1\rangle .$$

Write $c=\cos\theta$. The angular density of $p_z$ is $3c^2/(4\pi)$; integrating over the azimuth multiplies it by $2\pi$. Therefore

$$\langle c^2\rangle_{0}=\frac32\int_{-1}^{1}c^4\,dc=\frac32\cdot\frac25=\frac35,
\qquad 3\cdot\frac35-1=\frac45 .$$

For $m=\pm1$ the angular density is $3(1-c^2)/(8\pi)$, so

$$\langle c^2\rangle_{\pm1}=\frac34\int_{-1}^{1}(c^2-c^4)\,dc=\frac34\left(\frac23-\frac25\right)=\frac15,
\qquad 3\cdot\frac15-1=-\frac25 .$$

The minus sign of the electron charge then gives the statement. ∎

The $p_z$ density is concentrated along the axis, while the $m=\pm1$ density forms a ring around it. The gradients therefore differ in sign, and the ring gives half the magnitude.

## Lemma 2: the gradient of a hole

**Statement.** A filled p shell has $V_{zz}=0$. A shell with one electron missing has minus the gradient of the missing electron.

**Proof.** $V_{zz}$ is a sum of one-electron operators, so its expectation value in a determinant is the sum over occupied orbitals. For the filled shell, with two spins per orbital,

$$2\left(-\tfrac45+\tfrac25+\tfrac25\right)\langle r^{-3}\rangle=0 .$$

Removing one electron removes its term from this sum and leaves its negative. ∎

## Lemma 3: the stretched state of the halogen

**Statement.** The state $J=M_J=3/2$ of $p^5$ is the single determinant that lacks the electron with $m=-1$ and spin down.

**Proof.** The projections of the filled shell add up to zero. Removing an electron with projections $m$ and $m_s$ leaves $M_J=-(m+m_s)$. The largest value is $3/2$, reached by one choice, $m=-1$ and $m_s=-1/2$. The raising operator $J_+$ would produce a state with $M_J=5/2$, which does not exist in this shell, so it gives zero. A state annihilated by $J_+$ has $J=M_J$, hence $J=3/2$. ∎

## Proof of the theorem

By Lemma 3 the missing electron has $m=-1$. By Lemma 1 its gradient would be $+\frac25\langle r^{-3}\rangle$, and Lemma 2 reverses the sign:

$$\langle\tfrac32,\tfrac32|V_{zz}|\tfrac32,\tfrac32\rangle=-\tfrac25\langle r^{-3}\rangle .$$

Multiplying by $Q$, and using Lemma 1 for the $p_z$ electron,

$$B=-\tfrac25Q\langle r^{-3}\rangle,\qquad C_p=-\tfrac45Q\langle r^{-3}\rangle,\qquad \frac{C_p}{B}=2 .$$

For $p^1$ the stretched state holds one electron with $m=+1$ and spin up. There is no hole and no reversal, so $B=+\frac25Q\langle r^{-3}\rangle$ and $C_p/B=-2$. ∎

In the halogen two sign changes cancel: one from replacing an electron by a hole, the other from replacing the axial density by the ring. The ratio of the two angular averages remains.

### Remark: where the assumptions enter

The radial average cancels because it is common to both couplings. If the core responds to the valence gradient and multiplies it by a factor, this factor also cancels, provided it is the same for both. Relativity weakens the argument: the $p_{1/2}$ and $p_{3/2}$ radial functions then differ, and a $p_z$ orbital contains both, whereas the stretched atomic state has its hole in $p_{3/2}$ alone. For chlorine, a one-electron Dirac estimate in a local model potential gives $C_p/B\approx2.02$, a shift of about one per cent. Admixture of other configurations can also change the ratio. The factor two is a result of the stated model.

## Corollary: from populations to couplings

Let an atom in a molecule have populations $n_x,n_y,n_z$ in its real p orbitals, and neglect all other sources of gradient. The operator $V_{zz}$ has no matrix elements between different real p orbitals, since the integrand is odd under reflection of one coordinate. The orbitals $p_x$ and $p_y$ each have $\langle3\cos^2\theta-1\rangle=-2/5$, because rotation about $z$ turns one into the other and their average is the ring. Hence

$$V_{zz}=\left[-\tfrac45n_z+\tfrac25(n_x+n_y)\right]\langle r^{-3}\rangle,$$

and multiplication by $Q$ gives

$$C=C_p\left[n_z-\frac{n_x+n_y}{2}\right]=2B\left[n_z-\frac{n_x+n_y}{2}\right].$$

The last form holds for a halogen. If $p_x$ and $p_y$ are full, the number of holes along the bond is $h=2-n_z$, and

$$C=-2Bh,\qquad h=-\frac{C}{2B}.$$

Three cases show the content. A closed-shell anion has $h=0$ and no coupling. An idealized single bond shared equally has $h=1$ and $C=-2B$. An empty $p_z$ orbital has $h=2$ and $C=-4B$. Dividing by $B$ instead of $2B$ would assign two holes to the single bond and so mistake it for the empty orbital. These values keep $\langle r^{-3}\rangle$ fixed at its value in the neutral atom. A real atom that loses charge contracts: for Cl⁺ with an empty $p_z$ orbital, Hartree–Fock gives about $-4.8B$ to $-4.9B$, depending on the basis, rather than $-4B$.

If each perpendicular orbital loses $\delta$ electrons, so that $n_x=n_y=2-\delta$, the bracket becomes $n_z-2+\delta$ and $C=-2B(h-\delta)$. One coupling constant then fixes the difference $h-\delta$, not the two numbers separately.

### The free atom seen through its populations

The corollary also explains why the coupling of the stretched atom has half the magnitude of that of a $p_z$ hole, and the opposite sign. In the stretched state the hole lies in the ring, shared equally by $p_x$ and $p_y$. The populations are $n_x=n_y=3/2$ and $n_z=2$, so

$$C=C_p\left(2-\tfrac32\right)=\tfrac12C_p=B .$$

For $M_J=1/2$, label a hole state by the orbital and spin projections of the whole shell. Lowering the stretched state gives

$$J_-|1,\uparrow\rangle=\sqrt2\,|0,\uparrow\rangle+|1,\downarrow\rangle ,$$

whose squared norm is $3$. The hole is therefore in $p_z$ with probability $2/3$ and in the ring with probability $1/3$. Now $n_z=4/3$ and $n_x=n_y=11/6$, which gives $C=C_p(4/3-11/6)=-C_p/2=-B$.

The states with $M_J=-3/2$ and $-1/2$ have the same charge densities as their positive partners. Since $V_{zz}$ conserves $M_J$, it is diagonal in these four states, with entries of magnitude $\frac25\langle r^{-3}\rangle$. No state within the level ${}^2P_{3/2}$ can therefore have a larger $|V_{zz}|$. A pure $p_z$ hole has twice this value; it is a mixture of $J=3/2$ and $J=1/2$, which a bond can enforce when it is strong compared with the spin–orbit coupling.

## Proposition: how B appears in the atomic spectrum

**Statement.** Within one level $J$, the quadrupole interaction is

$$H=\frac{B\left[3(\mathbf I\cdot\mathbf J)^2+\frac32\mathbf I\cdot\mathbf J-I(I+1)J(J+1)\right]}{2I(2I-1)J(2J-1)} .$$

This requires $I\ge1$ and $J\ge1$.

**Proof.** Expanding the energy of the nuclear charge in the electronic potential gives the second-order term $\frac12\sum_{ij}V_{ij}\int\rho_Nx_ix_j\,d^3r$. Since the p-shell gradient is traceless, adding a multiple of $\delta_{ij}$ to the nuclear integral changes nothing, and the term equals $H=\frac16\sum_{ij}Q_{ij}V_{ij}$.

By the Wigner–Eckart theorem, every symmetric traceless tensor acting within a fixed $J$ is proportional to

$$T_{ij}(\mathbf J)=\tfrac32(J_iJ_j+J_jJ_i)-\delta_{ij}\mathbf J^2 .$$

In the stretched state $T_{zz}=3J^2-J(J+1)=J(2J-1)$. This fixes the constants of proportionality:

$$V_{ij}=\frac{B/Q}{J(2J-1)}T_{ij}(\mathbf J),\qquad Q_{ij}=\frac{Q}{I(2I-1)}T_{ij}(\mathbf I).$$

It remains to contract the two tensors. Because $T_{ij}(\mathbf I)$ is symmetric and traceless,

$$\sum_{ij}T_{ij}(\mathbf I)T_{ij}(\mathbf J)=3\sum_{ij}T_{ij}(\mathbf I)J_iJ_j .$$

Components of $\mathbf I$ commute with those of $\mathbf J$, so $\sum I_iI_jJ_iJ_j=(\mathbf I\cdot\mathbf J)^2$. For the other ordering, $I_jI_i=I_iI_j-i\sum_k\epsilon_{ijk}I_k$ and $\sum_{ij}\epsilon_{ijk}J_iJ_j=iJ_k$ give

$$\sum_{ij}I_jI_iJ_iJ_j=(\mathbf I\cdot\mathbf J)^2+\mathbf I\cdot\mathbf J .$$

The contraction is therefore

$$3\left[3(\mathbf I\cdot\mathbf J)^2+\tfrac32\mathbf I\cdot\mathbf J-\mathbf I^2\mathbf J^2\right].$$

Multiplication by $\frac16$ and by the two prefactors gives the statement. ∎

For total angular momentum $F$, squaring $\mathbf F=\mathbf I+\mathbf J$ gives $\mathbf I\cdot\mathbf J=\frac12[F(F+1)-I(I+1)-J(J+1)]$. With $I=J=3/2$ this is $9/4,-3/4,-11/4,-15/4$ for $F=3,2,1,0$. The denominator is $2\cdot3\cdot3=18$, and the bracket equals $9/2,-27/2,9/2,45/2$. The shifts are

$$E_3=\tfrac14B,\quad E_2=-\tfrac34B,\quad E_1=\tfrac14B,\quad E_0=\tfrac54B .$$

Weighted by $2F+1$ they sum to $(7/4-15/4+3/4+5/4)B=0$, as a traceless interaction requires. These are the quadrupole contributions alone; the magnetic hyperfine interaction must be added to obtain the observed pattern. Diagonalizing the full tensor interaction in the $p^5$ states with $J=3/2$, without the effective form in $\mathbf J$, gave the same levels in a numerical test.

## The numbers for ³⁵Cl

The two frequencies in the opening paragraph are input, taken with $B>0$ and $I=3/2$. They are rounded, and this matters: twice 54.9 is 109.8, not 109.7. A value that rounds to $B=54.9$ MHz lies between 54.85 and 54.95 MHz. A value of $2B$ that rounds to 109.7 MHz lies between 109.65 and 109.75 MHz, so $B$ lies between 54.825 and 54.875 MHz. Both conditions hold for

$$54.850\ \text{MHz}\le B<54.875\ \text{MHz}.$$

This interval assumes $C_p=2B$ exactly. It shows that the two rounded numbers are consistent within the model, not that the factor two holds to this precision in the real atom, where the relativistic shift of about one per cent amounts to roughly 1 MHz in $C_p$. The midpoint, 54.8625 MHz, serves for the arithmetic; it is a consistent choice, not a measured value. Multiplication by Planck's constant converts it to an energy:

$$B=2.269\times10^{-7}\ \text{eV}.$$

The theorem then gives

$$C_p=2\times2.269\times10^{-7}\ \text{eV}=4.538\times10^{-7}\ \text{eV},$$

which corresponds to 109.7 MHz. A hole in $p_z$ has the coupling $-4.538\times10^{-7}$ eV.

If the core stays spherical, the constant $B$ also fixes the product of nuclear moment and radial average. A factor from the response of the core, which cancels in the ratio $C_p/B$, would not cancel here and would be absorbed in the product. Outside atomic units the factor $k=e^2/(4\pi\varepsilon_0)=14.40$ eV Å multiplies $Q\langle r^{-3}\rangle$. Solving $B=-\frac25kQ\langle r^{-3}\rangle$ gives

$$Q\langle r^{-3}\rangle=-\frac{5B}{2k}=-\frac{5\times2.269\times10^{-7}}{2\times14.40}\ \text{Å}^{-1}=-3.94\times10^{-8}\ \text{Å}^{-1}.$$

Since $\langle r^{-3}\rangle$ is positive, $Q$ is negative. This explains why $C_p$ is positive although the gradient of a $p_z$ electron is negative. The magnitude of $Q$ does not follow from $B$ alone; a separate value of $\langle r^{-3}\rangle$ is needed.

The quadrupole shifts are $+5.67\times10^{-8}$ eV for $F=3$ and $F=1$, $-1.702\times10^{-7}$ eV for $F=2$, and $+2.836\times10^{-7}$ eV for $F=0$.

## Remark: a second factor two

Nuclear quadrupole resonance in a fixed gradient brings in another factor of two. For an axial gradient, $V_{xx}=V_{yy}=-\frac12V_{zz}$. Since $Q_{xx}+Q_{yy}=-Q_{zz}$,

$$H=\tfrac16V_{zz}\left[Q_{zz}-\tfrac12(Q_{xx}+Q_{yy})\right]=\tfrac14V_{zz}Q_{zz}
=\frac{C\,[3I_z^2-I(I+1)]}{4I(2I-1)},$$

where $C=QV_{zz}$. For $I=3/2$ the denominator is $12$, and the bracket is $+3$ for $M_I=\pm3/2$ and $-3$ for $M_I=\pm1/2$. The energies are $\pm C/4$, and the transition energy is $|C|/2$.

A $p_z$ hole has $C=-2B$, so its resonance energy is $|B|=2.269\times10^{-7}$ eV. The molecular line thus falls at the number that also describes the free atom, although the coupling constant is twice as large. The agreement depends on $I=3/2$. For $I=3/2$ and an axial gradient, a resonance frequency is first doubled to give $|C|$. Division by $2|B|$ then gives the hole count $h$ if the perpendicular orbitals are full, and $|h-\delta|$ if each of them lacks $\delta$ electrons. This count is that of the model, which leaves out overlap, the charges of neighbouring atoms and the change of $\langle r^{-3}\rangle$ with atomic charge. In real molecules it is an estimate. At the Hartree–Fock level, with two basis sets, $-C/2B$ is 1.04 to 1.06 for Cl₂ and 0.62 to 0.64 for HCl, while Mulliken populations give $h-\delta$ near 0.98 and 0.73 and Löwdin populations give values lower by about 0.1. Agreement to one or two tenths of an electron is what can be expected.

## Remark: mixing of the two fine-structure levels

The effective form of $H$ ignores matrix elements between $J=3/2$ and $J=1/2$. These are of order $B$, so second-order perturbation theory gives shifts of order $B^2/\Delta$, where $\Delta$ is the fine-structure splitting. Diagonalization in the full $p^5$ space confirmed the inverse dependence on $\Delta$ in a test at two large splittings and gave $1.25\,B^2/\Delta$ for the largest shift. With a round model value $\Delta=0.1$ eV,

$$\frac{1.25\,B}{\Delta}=\frac{1.25\times2.269\times10^{-7}}{0.1}=2.8\times10^{-6}$$

relative to $B$. Quadrupole mixing is therefore far below the rounding of the input. This estimate does not cover magnetic hyperfine mixing, which has to be treated separately when $B$ is extracted from a measured spectrum. The numerical output below lists the gradients, couplings and level shifts.

## Computed results

```
Gradients in units of <r^-3> (dimensionless):
  V_zz, one electron in p_z        -0.8000
  V_zz, one electron in m=+1       +0.4000
  V_zz, p_z, finite differences    -0.8000
  V_zz, p^5, J=3/2, M=3/2          -0.4000
  V_zz, p^1, J=3/2, M=3/2          +0.4000
  V_zz, fixed hole in p_z          +0.8000
Ratio C_p/B for p^5                +2.0000
Ratio C_p/B for p^1                -2.0000
Posed rounded B                    54.9 MHz
Posed rounded C_p                  109.7 MHz
Twice the rounded B                109.8 MHz
Allowed B, lower end               54.850 MHz
Allowed B, upper end               54.875 MHz
B used (midpoint)                  54.8625 MHz
B used                             2.2689e-07 eV
C_p = 2B                           4.5379e-07 eV
C_p = 2B                           109.725 MHz
Coupling of a p_z hole             -4.5379e-07 eV
Coulomb constant e^2/(4 pi eps0)   14.3996 eV angstrom
Q <r^-3>                           -3.9392e-08 1/angstrom
Level F=3: shift/B +0.25, shift +5.6723e-08 eV
Level F=2: shift/B -0.75, shift -1.7017e-07 eV
Level F=1: shift/B +0.25, shift +5.6723e-08 eV
Level F=0: shift/B +1.25, shift +2.8362e-07 eV
Resonance energy, fixed p_z hole   2.2689e-07 eV
Model fine-structure splitting     0.1 eV
Mixing shift * splitting / B^2     1.250
Largest mixing shift / B           2.8e-06
```
